Implicit midpoint dynamics for Landau-Lifshitz-Gilbert spins: exact length and energy balance

Seventy-two classical spins on a honeycomb lattice precess for 20 ps in a static magnetic field, with no damping. Their energy should stay constant. Integrated in 2000 steps of 10 fs by Heun's method, with every spin rescaled to unit length after each step, it rises by 97 meV. The whole initial excess over the aligned state was only 72 × 1.054 = 75.9 meV. The implicit midpoint rule, with the same start and step, keeps the energy to 3.4 × 10⁻¹¹ meV. Both methods are second order and both deliver unit spins, so neither property explains the difference.

**The model and the failure**

Each spin is a unit vector m_i with magnetic moment μ. The energy is quadratic plus linear,

E(m) = ½ mᵀAm + b·m,

where m without an index collects all components, A is symmetric, and A and b do not depend on time. The field on spin i and the Gilbert equation are

B_i = −(1/μ) ∂E/∂m_i

dm_i/dt = −γ m_i×B_i + α m_i×dm_i/dt,

with γ > 0 and damping α ≥ 0. In the example

E = −J Σ_bonds m_i·m_j − K Σ m_iz² − μB₀ Σ m_iz,

each bond counted once, with J = 5 meV, K = 0.25 meV, B₀ = 0.5 T, μ = 0.17365 meV/T and γ = 0.17588 rad/(ps T). Each spin has three neighbours, and the boundaries are periodic.

The simplest step, explicit Euler at α = 0, is m' = m − γΔt m×B. Its increment is perpendicular to m, so

|m'|² = |m|² + (γΔt)²|m×B|².

The spin moves along a tangent and leaves the sphere. Rescaling brings it back, but nothing in that operation refers to the energy.

Small deviations from the aligned state show what Heun's method does. Let ψ_i = m_ix + i m_iy be small and m_iz ≈ 1. To first order the undamped equation reads

dψ_i/dt = iγ(B_z ψ_i − B_⊥i),

with B_z = (3J+2K)/μ + B₀ and B_⊥i = (J/μ) Σ_neighbours ψ_j. When the two sublattices tilt in opposite directions, B_⊥i = −(3J/μ)ψ_i, and

ω = (γ/μ)(6J + 2K + μB₀) = 30.98 rad/ps.

This is the fastest magnon, with energy 20.4 meV. Heun's method multiplies its amplitude in each step by 1 + iθ − θ²/2, where θ = ωΔt. The squared modulus is

(1 − θ²/2)² + θ² = 1 + θ⁴/4.

Rescaling alters ψ only at third order in the tilt and so does not remove this growth. Here θ = 0.3098, so the squared amplitude gains 0.23 % per step, a factor of about 100 over 2000 steps if the tilt stayed small. The actual run starts from large tilts and contains slower modes, for which θ⁴ is much smaller, so its energy need not rise by that factor. The sign agrees with the observed heating; that this growth is its main cause is an inference from the linear analysis.

**What the increment must satisfy**

Write δ = m' − m for the increment and x = (m + m')/2 for the midpoint. For each spin

|m_i'|² − |m_i|² = (m_i' + m_i)·(m_i' − m_i) = 2 x_i·δ_i.

The increment should therefore be perpendicular to x_i, not to the old spin. A cross product with x_i on the left achieves this whatever stands on the right.

For the energy, insert m' = x + δ/2 and m = x − δ/2. The terms xᵀAx and δᵀAδ/4 cancel in the difference, leaving

E(m') − E(m) = ½(xᵀAδ + δᵀAx) + b·δ
= (Ax + b)·δ
= −μ Σ B_i(x)·δ_i.

The second line uses the symmetry of A, the third the definition of the field. No remainder is left, because the energy has no cubic or higher terms. The field that controls the energy change is thus the field at the midpoint. Putting x into both places of the torque, and δ/Δt for the time derivative, gives

δ_i = −γΔt x_i×B_i(x) + α x_i×δ_i.

This is the implicit midpoint rule. Its length conservation follows from x_i·δ_i = 0, for any field and any α. For the energy, combine the two terms:

δ_i = x_i×(−γΔt B_i + αδ_i).

The left side is perpendicular to the bracket, so

−γΔt B_i·δ_i + α|δ_i|² = 0, or B_i·δ_i = α|δ_i|²/(γΔt).

Substitution into the energy difference yields

E(m') − E(m) = −(μα/γΔt) Σ |δ_i|².

At α = 0 the energy is conserved at any step size for which the equation is solved. For α > 0 it falls whenever a spin moves. As Δt → 0, δ_i/Δt becomes dm_i/dt, and the law becomes the Gilbert dissipation rate dE/dt = −(μα/γ) Σ|dm_i/dt|².

The midpoint must not be rescaled. Since |m_i'| = |m_i| = 1,

|x_i|² = 1 − |δ_i|²/4,

so x_i lies inside the sphere. Evaluating the field at x_i/|x_i| would keep the length, but it would replace B(x) by a different field and break the energy identity.

**Solving the implicit equation without losing length**

The unknown m' appears on both sides. Use δ_i = 2(x_i − m_i), so that x_i×δ_i = −2x_i×m_i, and divide the rule by two. Dropping the site index,

x + x×u = m, u = (γΔt/2)B(x) + αm.

If u is held fixed, this is a linear equation for x. Its dot product with u gives x·u = m·u. Its cross product with u gives

x×u + (x×u)×u = m×u.

The identity (x×u)×u = u(x·u) − u²x turns this into

x×u = m×u − u(u·m) + u²x.

Inserting it into the original equation and collecting x,

x = [m − m×u + u(u·m)]/(1 + u²).

The algorithm starts from x = m, computes u, updates x by this formula, and repeats until x stops changing. Then m' = 2x − m.

Even an unfinished iteration keeps the length. For any u, x·(x − m) = −x·(x×u) = 0, and therefore

|2x − m|² − |m|² = 4x·(x − m) = 0.

Energy has no such protection, because its proof needs u to contain the field at the final x. In undamped runs of 200 steps at 10 fs, the largest energy error was 778 meV with one pass per step, 0.22 meV with two, 3.7 × 10⁻³ meV with four and 1.4 × 10⁻⁷ meV with eight. In all four runs the spin lengths stayed within 10⁻¹² of one. A perfect length is therefore no evidence that the solver has converged.

The one-pass failure can be traced. With h = γΔt/2 and the field taken at the old spins, a small staggered tilt obeys

ψ_x = ψ + ih(B_z ψ_x − βψ), β = −3J/μ.

Solving for ψ_x and forming ψ' = 2ψ_x − ψ gives

|ψ'|²/|ψ|² = [1 + h²(B_z − 2β)²]/[1 + h²B_z²].

Here B_z = 89.8 T and β = −86.4 T, so hB_z = 0.079 and h(B_z − 2β) = 0.231. The ratio is 1.047: the staggered mode gains nearly 5 % in squared amplitude per step. The energy reached bears this out. It started at −488 meV and climbed to +290 meV. The Zeeman term can supply at most 6.3 meV and the anisotropy term nothing positive, so the exchange energy was at least 283 meV. With 108 bonds of 5 meV, the mean of m_i·m_j over neighbours was −0.52 or lower. The ferromagnet had been driven towards an antiparallel arrangement, although every spin had its correct length.

**When the iteration converges**

Write B(x) = Mx + B_ext, with M a constant matrix. Let y₁ and y₂ be two trial midpoints with vectors u₁ and u₂, and let x₁ and x₂ be their updates. Subtracting the two linear equations and writing d = x₁ − x₂,

d + d×u₁ = −x₂×(u₁ − u₂).

For any v, v and v×u are perpendicular, so |v + v×u|² = |v|² + |v×u|² ≥ |v|². Applied to d this bounds the left side from below. Applied to x₂ it gives |x₂| ≤ |m| = 1. Hence |d| ≤ |u₁ − u₂| at each site. The term αm cancels in the difference, and summing squares over all sites gives

‖x₁ − x₂‖ ≤ q‖y₁ − y₂‖, q = (γΔt/2)‖M‖,

where ‖M‖ is the largest singular value. The update maps the set |x_i| ≤ 1 into itself, and every solution lies in that set. If q < 1, the map is a contraction, so the solution exists, is unique, and is reached by the iteration. This condition is sufficient; it has not been shown to be necessary.

In the example the largest eigenvalue belongs to a uniform pattern along z:

‖M‖ = (3J + 2K)/μ = 15.5/0.17365 = 89.3 T.

At 10 fs, q = 0.0785. The largest ratio of successive changes measured during the first six iterations of the first step was 0.064, below the bound. Iterating until no component changed by more than 10⁻¹⁴ took 12 passes per step on average. The condition q < 1 holds for Δt < 2/(γ‖M‖) = 127 fs.

The bound also shows why the form of the exchange field matters. Subtracting cx_i from the field changes no torque, since x_i×x_i = 0, so the solution of the step is the same. The matrix, however, becomes M − c. With c = 3J/μ, exchange takes the form of a lattice Laplacian, the sum of m_j − m_i over neighbours. Its spectrum, which ran symmetrically from −3J/μ to 3J/μ, now runs from −6J/μ to 0, and the norm rises to 173 T. For one undamped 40 fs step from the same start, q rises from 0.31 to 0.61 and the iterations from 23 to 54. The two results agreed to 10⁻¹². If exchange is given as a Laplacian on a lattice with a symmetric neighbour spectrum like this one, moving the diagonal part out therefore saves work.

**What the two runs show**

In the undamped run the largest length error over 2000 steps was 2.7 × 10⁻¹⁴, and the energy error was the 3.4 × 10⁻¹¹ meV quoted at the start. These are residues of finite arithmetic and the stopping rule. The mean m_z was 0.8489 at the start and at the end. This is a further conservation law, due to the symmetry about z: at the midpoint the exchange torques x_i×x_j and x_j×x_i cancel in pairs, while anisotropy and field point along z and exert no torque about it.

The energy law does not depend on that symmetry. Five spins with a random symmetric A and a random b, followed for 300 undamped steps of 50 fs, kept their energy to 6 × 10⁻¹⁴ meV.

With α = 0.02 and otherwise the same settings, the energy fell by 73.32 meV, and the sum of (μα/γΔt)Σ|δ_i|² over all steps was also 73.32 meV. The largest mismatch in a single step was 3 × 10⁻¹³ meV. The final energy, −561.65 meV, lies 2.60 meV above the aligned state, or 0.036 meV per spin. A uniform tilt with the final mean m_z = 0.941 would cost

K(1 − 0.941²) + μB₀(1 − 0.941) = 0.029 + 0.005 = 0.034 meV per spin.

Nearly all the remaining energy is thus accounted for by a coherent tilt. Linear theory gives the reason. Damping adds iα dψ/dt to the equation for ψ, so dψ/dt = iωψ/(1 − iα), and the amplitude decays at the rate αω/(1 + α²). That is 0.62 per ps for the fastest magnon. The uniform mode has energy 0.391 meV, hence ω = 0.59 rad/ps and a decay rate of 0.012 per ps, too slow to remove it in 20 ps.

**Conservation is not accuracy**

For a linear magnon the undamped rule reads ψ' − ψ = iθ(ψ' + ψ)/2, so

ψ' = ψ(1 + iθ/2)/(1 − iθ/2).

The factor has modulus one and phase

φ = 2 arctan(θ/2) = θ − θ³/12 + …

The amplitude is right and the phase lags by a fraction θ²/12 at leading order. For the fastest magnon at 10 fs the phase per step is 0.30735 rad instead of 0.3098 rad, a lag of 0.79 %. A simulated staggered tilt of 10⁻⁴ reproduced the arctangent formula to better than one part in a million. Over 20 ps the lag adds up to about 4.9 rad, so this mode's phase is lost while the energy remains correct. For the uniform mode θ = 0.0059 and the lag is negligible.

The damped trajectory of the full lattice, compared at 0.4 ps with a high-order integration of the equivalent explicit equation, had a largest component error of 0.0142 at 10 fs, 0.0036 at 5 fs and 0.00089 at 2.5 fs. Each halving divides the error by about four, as second order requires.

A 100 fs step makes the separation plain. Over 100 undamped steps the energy error was 2.5 × 10⁻¹¹ meV, at 54 iterations per step. Yet θ = 3.10 for the fastest magnon, and the formula gives a phase of 2.00 rad, a lag of 36 %.

Cost belongs in the choice too. Heun's method needs two field evaluations per step, the midpoint rule here about twelve. For equal work Heun could take steps six times shorter. Then θ = 0.052, and the fastest magnon's squared amplitude would grow by about 2 % over 20 ps. Since Heun's phase error is θ²/6 at leading order, its phase would be better than that of the midpoint rule at 10 fs. For short runs of this system the explicit method is therefore reasonable. The midpoint rule earns its cost when a slow gain of energy would spoil the result, as in long undamped runs. With damping the choice is less clear: the midpoint rule has its own step-size error in the rate of energy loss, and Heun's method with the shorter step can then give the more accurate energy.

**Where the energy law stops**

Suppose −K₄ Σ m_iz⁴ is added to the energy. For one component,

(x + δ/2)⁴ − (x − δ/2)⁴ = 4x³δ + xδ³.

The midpoint field accounts for the first term. The second remains, so at α = 0

E(m') − E(m) = −K₄ Σ x_iz δ_iz³.

With K₄ = 0.25 meV, the first 10 fs step changed the energy by 7.82 × 10⁻⁶ meV, and the formula gave the same value. The defect is of order Δt³ per step, hence Δt² over a fixed time: over 0.5 ps the largest error was 7.2 × 10⁻⁵ meV at 5 fs and 1.8 × 10⁻⁵ meV at 2.5 fs. Replacing 4x³ in the field by 4x³ + xδ² restores the exact balance, because the field then reproduces the whole energy difference. Length is conserved in either case.

A time-dependent applied field does work. If the step uses the average of its old and new values, the product rule −μ(m'·B' − m·B) = −μ(δ·B_av + x·ΔB) adds −μ Σ x_i·ΔB to the energy balance. That is the work of the source, not a numerical error.

**The example beside monolayer CrI3**

The parameters are rough typical values for monolayer CrI3, a ferromagnet below roughly 45 K, with spin 3/2 and 3 Bohr magnetons per Cr; α = 0.02 is a chosen value. The largest omission sized here is second-neighbour exchange. With a rough 0.4 meV on six neighbours it adds 6 × 0.4/5 = 48 % to the long-wave stiffness from J. It raises ‖M‖ to 17.9/0.17365 = 103 T and lowers the sufficient step limit from 127 to 110 fs. Dipolar coupling favours in-plane spins by 0.038 meV per spin, 15 % of K. If K is wholly a single-ion term, its quantum gap for spin 3/2 is two thirds of the classical one, and the uniform magnon falls from 0.39 to 0.28 meV. At 5 K, harmonic magnons of this model reduce the moment by 0.6 % with the 0.39 meV gap, and by about 0.9 % with the 0.28 meV gap. Dzyaloshinskii-Moriya and anisotropic exchange are also left out. The pair couplings named so far are quadratic, so they change the motion but not the conservation law. Biquadratic exchange, proportional to (m_i·m_j)², is omitted too. It is quartic, so with the midpoint field it leaves an energy error of order Δt² over a fixed time, as the K₄ term does. Contact with a heat bath ends energy conservation in the spin system itself: energy then flows in and out, and the undamped balance applies only to the isolated spins. The numerical output below lists the values used.

Computed results

```
spins 72, bonds 108, spin S = 1.50
exchange J = 5.0 meV, anisotropy K = 0.25 meV
static field = 0.5 T, lattice constant = 0.69 nm
moment = 0.17365 meV/T, gamma = 0.17588 rad/(ps T)
time step = 10 fs, steps = 2000, time = 20 ps
start energy = -488.3330 meV
start excess over aligned state = 1.054 meV/spin
start mean m_z = 0.8489
one step, difference from root finder = 4.4e-16
undamped: max length error = 2.7e-14
undamped: max energy error = 3.4e-11 meV
undamped: mean iterations per step = 12.0
undamped: final mean m_z = 0.8489
renormalised Heun: energy change = 97.35 meV
random quadratic energy: max error = 6.3e-14 meV
damping alpha = 0.02
damped: max length error = 1.9e-14
damped: final energy = -561.6529 meV
damped: energy lost = 73.3198 meV
damped: summed dissipation = 73.3198 meV
damped: max balance error per step = 3.1e-13 meV
damped: final mean m_z = 0.9410
1 passes, 200 steps: max energy error = 7.78e+02 meV
2 passes, 200 steps: max energy error = 2.16e-01 meV
4 passes, 200 steps: max energy error = 3.69e-03 meV
8 passes, 200 steps: max energy error = 1.41e-07 meV
field operator norm = 89.26 T
contraction bound = 0.0785, measured = 0.0639
sufficient step limit = 127.4 fs
40 fs step, neighbour-sum form: 23 iterations
40 fs step, Laplacian form: 54 iterations
path error at 0.4 ps, dt 10.0 fs = 1.422e-02
path error at 0.4 ps, dt 5.0 fs = 3.571e-03
path error at 0.4 ps, dt 2.5 fs = 8.936e-04
path error ratio on last halving = 3.996
100 fs step, 100 steps: energy error = 2.5e-11 meV
100 fs step: mean iterations = 54.0
fastest magnon = 30.980 rad/ps = 20.391 meV
fastest magnon: phase per 10 fs step = 0.30735 rad
fastest magnon: relative phase lag = 0.788 %
quartic constant = 0.25 meV
quartic: one-step energy defect = 7.8216e-06 meV
quartic: defect from formula = 7.8216e-06 meV
quartic, 0.5 ps, 5 fs: max error = 7.238e-05 meV
quartic, 0.5 ps, 2.5 fs: max error = 1.815e-05 meV
quartic: error ratio = 3.988
magnon gap = 0.3912 meV, kT at 5 K = 0.4309 meV
neglected: thermal loss of moment = 0.63 %
neglected: dipolar anisotropy = 0.0377 meV/spin
neglected: dipolar share of K = 15.1 %
neglected: quantum/classical ion gap = 0.6667
neglected: second-neighbour exchange = 0.4 meV
neglected: its share of J stiffness = 48.0 %
```
